\section*{The intrinsic reaction coordinate does not fix the product}

\section{The decision}

A calculation has located a transition state and followed the steepest-descent path down to a minimum. One must now decide whether that minimum may be reported as the product, or whether trajectories have to be run. If the path runs onto a ridge between two products, its endpoint can miss a large part of the yield. Comparing barriers does not help either, because both products are reached over the same first saddle.

The path in question is the intrinsic reaction coordinate (IRC). In mass-weighted coordinates $\mathbf q$, with components $q_i=\sqrt{m_i}\,r_i$, it obeys
\begin{equation}
\frac{d\mathbf q}{d\ell}=-\frac{\nabla V}{|\nabla V|},
\label{irc}
\end{equation}
where $\ell$ is arc length and $V$ the potential energy. No velocity appears. The motion of the nuclei, taken here as classical, on one electronic surface and without friction, obeys instead
\begin{equation}
\ddot{\mathbf q}=-\nabla V ,
\label{newton}
\end{equation}
whose solution needs an initial position and an initial velocity.

\section{A surface with one path and two products}

Take two coordinates $x,y$ of equal mass $m$, so that mass weighting merely rescales lengths and the IRC can be drawn in the $(x,y)$ plane. With $s=x/L$, let
\begin{equation}
V=-D(3s^2-2s^3)+\frac{k_0}{2}(1-2s)y^2+\frac{k_0}{4w^2}y^4-a s^2y .
\label{surface}
\end{equation}
The first term descends from the first saddle. The second is a valley that turns into a ridge, the third closes the potential at large $|y|$, and the last tilts the surface towards positive $y$ when $a>0$. The derivatives are
\begin{align}
V_x&=\frac1L\left[-6Ds(1-s)-k_0y^2-2asy\right],\\
V_y&=k_0(1-2s)y+\frac{k_0}{w^2}y^3-as^2 .
\label{vy}
\end{align}
Both vanish at the origin, where $V_{xx}=-6D/L^2$, $V_{xy}=0$ and $V_{yy}=k_0$. The origin is therefore a saddle with unstable direction $x$, and $V=0$ there.

The parameters are round model values, not those of a named molecule: $D=100$ zJ, $L=300$ pm, $k_0=20$ N/m, $w=100$ pm, $a=0.10$ nN and $m=10$ u. The tilted surface has a minimum A at $(453.6,145.0)$ pm with $V=-232.2$ zJ, and a minimum B at $(408.4,-128.5)$ pm with $V=-175.7$ zJ. A second saddle at $(299.8,-5.0)$ pm, with $V=-99.7$ zJ, separates them.

\subsection{Where the IRC goes}

Without tilt, $V_y(x,0)=0$. The descent direction on the line $y=0$ then has no $y$ component, so the IRC stays on this line and ends at $(L,0)$. There $V_{yy}=-k_0<0$: the endpoint is a saddle and not a product.

On the way the path meets a valley-ridge inflection, a point where the gradient is nonzero and the Hessian has a zero eigenvalue whose eigenvector is orthogonal to the gradient. On the line $y=0$ with $a=0$ one has $V_{xy}=0$ and $V_{yy}=k_0(1-2s)$, which vanishes at $x=L/2=150$ pm. The force there is $6D\cdot\frac12\cdot\frac12/L=1.5\,D/L=0.50$ nN, so the point is not stationary. In this model $V_{xx}=-6D(1-2s)/L^2$ vanishes at the same place, so the whole Hessian is zero there; this is a coincidence of the chosen polynomial and not part of the definition.

With any tilt $a>0$ the IRC goes to the side $y>0$. To see this, parametrize the descent by $\tau$, with $dx/d\tau=-V_x$ and $dy/d\tau=-V_y$. Near the origin put $y=\beta x^2$ and $\lambda=6D/L^2$. To leading order
\begin{equation}
\frac{dx}{d\tau}=\lambda x,\qquad
\frac{dy}{d\tau}=-k_0y+\frac{a}{L^2}x^2 .
\end{equation}
The left side of the second equation is $2\beta x\,dx/d\tau=2\lambda\beta x^2$. Equating coefficients of $x^2$ gives $2\lambda\beta=-k_0\beta+a/L^2$, hence
\begin{equation}
\beta=\frac{a}{L^2(k_0+2\lambda)}>0 .
\end{equation}
The path thus starts with $y>0$. To leave that side it would have to reach $y=0$ with $dy/d\tau\le0$, but there $dy/d\tau=as^2>0$ for $x\neq0$, and a descending path cannot return to the origin. Nor can it end on the line, since $V_y\neq0$ there. For the tilts 0.05, 0.10 and 0.20 nN the computed endpoint is a minimum with $y>0$. The IRC therefore names A as the one product.

On a tilted surface the useful marker is the point where the curvature across the path, $\mathbf n\cdot\mathbf H\,\mathbf n$, first becomes negative; $\mathbf H$ is the Hessian and $\mathbf n$ the unit normal to the IRC. For $a=0.10$ nN this happens at $(150.7,2.10)$ pm. The curvature turns positive again before the path reaches minimum A.

\subsection{One point, one energy, two products}

Start trajectories at this very point of the IRC. At the first saddle the forward thermal flux weights momenta by $p_x\exp(-p_x^2/2mk_BT)\,dp_x$. With $\varepsilon=p_x^2/2m$ and $d\varepsilon=p_x\,dp_x/m$, this is proportional to $e^{-\varepsilon/k_BT}d\varepsilon$, whose mean energy is $k_BT$. At $T=300$ K, $k_BT=4.1$ zJ. Adding the 50.4 zJ gained in the descent gives a kinetic energy of 54.5 zJ and a speed of 2563 m/s.

Now keep position and energy fixed and rotate the momentum away from the IRC tangent, positive angles pointing towards A. The product is defined as the first of the lines $y=+100$ pm (A) and $y=-100$ pm (B) to be reached. This assumes that other modes then remove enough energy to trap the molecule. The assumption is demanding and is not tested here: a trajectory from the first saddle carries about 100 zJ more than the second saddle requires, and must lose this before it swings back to the ridge. With slower loss it can cross the ridge again, and the final populations of the wells can then differ considerably from the first-crossing fractions. ``Product'' and ``yield'' below always refer to the first crossing.

Angles of $0^\circ$, $+10^\circ$ and $+20^\circ$ give A; $-10^\circ$ and $-20^\circ$ give B. In a scan from $-40^\circ$ to $+40^\circ$ in steps of one degree, the only change of outcome lies between $-7^\circ$ and $-6^\circ$. The scan does not resolve whether the outcome changes once or several times within this interval. For all directions in it, the velocity component across the path lies between
\begin{equation}
2563\sin6^\circ=268\ \text{m/s}\quad\text{and}\quad
2563\sin7^\circ=312\ \text{m/s}.
\end{equation}
For scale, the thermal spread of one velocity component at the first saddle is $\sqrt{k_BT/m}=499$ m/s. The kinetic energy in the deciding component is $54.5\sin^2 7^\circ=0.8$ zJ or less, whereas A lies 56.5 zJ (34.0 kJ/mol) below B. A thermal-sized sideways velocity thus overrules the preference of the path.

\subsection{The thermal yield}

For the yield, $10\,000$ trajectories start on the line $x=0$ with the forward thermal flux, including thermal $y$ and $p_y$. Of those that reach a commitment line, 61.6\% reach A first and 38.4\% reach B first, with a nominal standard error of 0.5 percentage points. The zero-tilt check below shows that this particular sample leans towards A, so the value is best read to about two percentage points. A fraction 0.0003 of all trajectories returns to $x<0$ or stays undecided. Doubling the time step to 1 fs, or moving the commitment lines to $\pm80$ pm, leaves the fraction 0.616 unchanged to three digits; both checks reuse the same initial conditions and so do not test the sampling error.

Equilibrium between the wells would not give this yield either. The energy difference is $56.5/4.142=13.6$ in units of $k_BT$, so the Boltzmann factor of B relative to A, leaving aside the widths of the wells, is about $10^{-6}$. Any sizeable yield of B must therefore come from the motion before equilibration; how much of the first-crossing fraction survives depends on how fast the excess energy is removed.

\section{The general statement and its proof}

\textbf{Statement.} Let $V$ be smooth and let $\mathbf q_*$ be a nonstationary point on an IRC.
\begin{enumerate}
\item The descent path from $\mathbf q_*$ is unique and does not depend on momentum.
\item A trajectory of nonzero speed can follow the IRC over an interval only if the IRC is straight there in mass-weighted coordinates.
\item Suppose that, at $\mathbf q_*$ and energy $E$, one momentum leads to A and another to B, each crossing its commitment surface with nonzero outward velocity. Then each product is obtained from an open set of momentum directions, and every continuous rotation from the first momentum to the second passes through a direction that does not commit to either product in this way.
\item If $V$ is symmetric under a reflection that exchanges A and B together with their commitment surfaces, and $\mathbf q_*$ lies on the mirror plane, one trajectory from $\mathbf q_*$ that commits to A as in part 3 implies another, of equal energy, that commits to B. With the starting point kept fixed, both outcomes survive a sufficiently small tilt, although the IRC of the tilted surface need not pass through that point.
\end{enumerate}

\textbf{Proof of 1.} Where $\nabla V\ne0$, the right side of \eqref{irc} is a smooth function of position. A first-order equation of this kind has one solution through each point, and momentum does not enter it.

\textbf{Proof of 2.} Let the trajectory run along the IRC with speed $v$, unit tangent $\mathbf t$, path curvature $\kappa$ and principal normal $\mathbf n$. Differentiating $\dot{\mathbf q}=v\mathbf t$ and using $\dot{\mathbf t}=v\kappa\mathbf n$ gives
\begin{equation}
\ddot{\mathbf q}=\dot v\,\mathbf t+v^2\kappa\,\mathbf n .
\end{equation}
The normal component of \eqref{newton} is $v^2\kappa=-\mathbf n\cdot\nabla V$. On an IRC the gradient is parallel to $\mathbf t$, so the right side is zero. With $v\ne0$ this forces $\kappa=0$. Steepest descent supplies no force to hold a moving particle on a bend.

\textbf{Proof of 3.} Over a finite time, solutions of \eqref{newton} depend continuously on the initial momentum. Take a trajectory that commits to A at time $t_1$. Until shortly before $t_1$ it keeps a finite distance from all surfaces that would end it, and around $t_1$ it crosses the surface of A with nonzero outward velocity. A small enough change of momentum preserves both properties, so the set of directions leading to A is open. The same holds for B. The two sets are disjoint, because the first commitment is unique. A continuous rotation is parametrized by an interval, and an interval is not the union of two disjoint, nonempty open sets. Some direction on it belongs to neither.

\textbf{Proof of 4.} Reflection leaves \eqref{newton} and the kinetic energy unchanged. The mirror image of a trajectory from $\mathbf q_*$ to A is thus a solution. It starts at the same point, has the same energy and ends in B. Solutions also depend continuously on the parameters of $V$, so the argument of part 3 keeps both outcomes for a small tilt. $\square$

Part 3 has a hypothesis that must be checked for each surface: both products must be accessible. The example meets it at $-10^\circ$ and $0^\circ$. If all accessible momenta lead to the product named by the IRC, trajectories may leave the path and still confirm its endpoint.

\section{How the ridge amplifies small differences}

Near the axis of the model surface, drop the $y^3$ force and the effect of $y$ on $x(t)$. Equation \eqref{vy} then gives
\begin{equation}
m\ddot y=-k_0\left[1-2s(t)\right]y+a\,s(t)^2 .
\label{linear}
\end{equation}
While $s<1/2$ the force restores. For $s>1/2$ it drives $y$ away from zero: if the coefficient were frozen at $-|k|$, the free solutions would be $e^{\pm t\sqrt{|k|/m}}$. Since \eqref{linear} is linear, its solution is
\begin{equation}
y(t)=C(t)\,y_0+S(t)\,v_0+P(t).
\end{equation}
Here $C$ and $S$ solve the equation without the tilt, with $C(0)=1$, $\dot C(0)=0$, $S(0)=0$, $\dot S(0)=1$. $P$ solves it with the tilt and starts from rest at zero. The IRC has no counterpart of the term $Sv_0$.

At the first saddle $y_0$ and $v_0$ are independent, with zero means and variances $k_BT/k_0$ (harmonic approximation) and $k_BT/m$. At given forward energy, $y$ on arrival at $x=L$ is therefore normally distributed with mean $P$ and variance
\begin{equation}
\sigma^2=k_BT\left(\frac{C^2}{k_0}+\frac{S^2}{m}\right).
\end{equation}
The probability of $y>0$ is $\Phi(P/\sigma)$, with $\Phi$ the standard normal distribution function. Averaged over the forward energies it is 0.557, against 0.570 from the full trajectories. The difference is no larger than the sampling offset found below for the product fraction at zero tilt, so it cannot be read as the error of the linear theory. This is the side at $x=L$, not yet the product; the fraction for A rises to 0.616 by the time of commitment.

Initial velocity contributes on average 45\% of $\sigma^2$, and initial position the rest. The phrase ``momentum decides'' is thus accurate at fixed position and energy, while in the thermal ensemble the initial position matters as well. So does the forward velocity, which sets the arrival time and with it $C$, $S$ and $P$. An intervention at $x=L/2$ shows the role of the two transverse variables. Reversing only $v_y$, which changes neither position nor energy, changes the product in 47.0\% of cases. Mirroring only $y$ changes it in 47.9\%.

Without tilt these two fractions would add to one. Let $\Pi(y,v_y)=\pm1$ denote the product. Symmetry gives $\Pi(-y,v_y)=-\Pi(y,-v_y)$, so exactly one of the two operations changes the product, provided all trajectories commit. With the tilt the sum is 0.949.

\section{Limits and use}

\textbf{Small tilt.} At $a=0$ the surface and the thermal ensemble are symmetric, so the true fraction of A among committed trajectories is $1/2$. The sample gives 0.516, which is $0.016/0.005=3.2$ standard errors too high, an unusually large sampling fluctuation. The same initial conditions serve for all tilts at 300 K, so those fractions may share an offset of this size and are best read to about 0.02. They rise gradually, 0.565, 0.616 and 0.712 for 0.05, 0.10 and 0.20 nN. The IRC, in contrast, jumps from no product at $a=0$ to A alone for arbitrarily small $a>0$.

\textbf{Temperature.} At fixed forward energy $\sigma\propto\sqrt T$ while $P$ is fixed. For $P>0$ the linear estimate tends to one on cooling and to $1/2$ on heating. In the full ensemble the forward energy changes as well, yet the trend is the same: the fraction of A is 0.800 at 30 K, 0.679 at 100 K, 0.616 at 300 K and 0.580 at 600 K. The 300 K entry comes from the sample with the offset noted above, the other three from a different set of random numbers. The IRC endpoint has no temperature dependence. Even at 30 K it misses a fifth of the yield in this classical model. The low-temperature values are not predictions for real nuclei: the transverse vibrational quantum at the first saddle, $\hbar\sqrt{k_0/m}=3.7$ zJ, is about nine times $k_BT$ at 30 K, and zero-point motion then keeps the spread of $y_0$ and $v_0$ from shrinking as $\sqrt T$.

\textbf{Strong friction.} With a friction force $-\gamma\dot{\mathbf q}$ so large that inertia is negligible, and without thermal noise, $\gamma\dot{\mathbf q}=-\nabla V$. This is \eqref{irc} with another parametrization, and the IRC then does give the motion. Friction that differs between the mass-weighted directions will in general take the motion off a curved IRC, and thermal noise scatters it about the path.

In a calculation, the curvatures across the IRC should be followed down from the saddle. A negative value before the product is reached is a reason to run trajectories from a thermal ensemble at the transition state, with positions and momenta both sampled. It is a warning and not a proof of branching, and its absence has not been shown here to exclude branching. The IRC endpoint remains a correct statement about how the surface connects its stationary points; the yield is a statement about motion on it. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
Drop D = 100 zJ; length L = 300 pm
k0 = 20 N/m; w = 100 pm; tilt a = 0.10 nN
Mass = 16.605e-27 kg; T = 300 K; kT = 4.142 zJ
Commitment line |y| = 100 pm; trajectories = 10000
Saddle 2: x = 299.8 pm, y = -5.0 pm, V = -99.7 zJ
Minimum A: x = 453.6 pm, y = 145.0 pm, V = -232.2 zJ
Minimum B: x = 408.4 pm, y = -128.5 pm, V = -175.7 zJ
V(B) - V(A) = 56.5 zJ = 34.0 kJ/mol
Symmetric IRC end: x = 300.0, y = 0.0 pm
Symmetric VRI: x = 150.0 pm, force = 0.500 nN
Tilted IRC end: x = 453.6, y = 145.0 pm
Tilted IRC curvature change: x = 150.7, y = 2.10 pm
Kinetic energy there = 54.5 zJ; speed = 2563 m/s
IRC tangent angle from x axis = 2.90 degrees
Momentum angle from IRC -20 degrees: B
Momentum angle from IRC -10 degrees: B
Momentum angle from IRC +0 degrees: A
Momentum angle from IRC +10 degrees: A
Momentum angle from IRC +20 degrees: A
Largest negative-side angle giving B = -7 degrees
Next angle giving A = -6 degrees (1-degree scan)
Thermal fraction A = 0.616, B = 0.384, standard error = 0.005
Returned or undecided fraction = 0.0003
Largest energy error = 0.0196 zJ
Fraction A: time step 1 fs instead of 0.5 fs = 0.616
Fraction A: commitment at 80 pm = 0.616
Side A at x = L: trajectories 0.570, linear 0.557
Linear variance share of initial velocity = 0.452
Product changed by reversing v_y at L/2 = 0.470
Product changed by mirroring y at L/2 = 0.479
Tilt 0.00 nN at 300 K: fraction A = 0.516
Tilt 0.05 nN at 300 K: fraction A = 0.565
Tilt 0.10 nN at 300 K: fraction A = 0.616
Tilt 0.20 nN at 300 K: fraction A = 0.712
Temperature 30 K, tilt 0.10 nN: fraction A = 0.800
Temperature 100 K, tilt 0.10 nN: fraction A = 0.679
Temperature 300 K, tilt 0.10 nN: fraction A = 0.616
Temperature 600 K, tilt 0.10 nN: fraction A = 0.580
\end{verbatim}
